# Velocity Swaps in Nonequilibrium Molecular Dynamics: Conservation and Heat Flux

## Definitions and conventions

A fluid of $N$ classical atoms fills a periodic box of length $L$ along $z$ and cross-section $A$. Atom $i$ has mass $m_i$, position $\mathbf r_i$ and velocity $\mathbf v_i$. The atoms interact through pair energies $\phi_{ij}=\phi(|\mathbf r_i-\mathbf r_j|)$ of short range, and $\mathbf F_{ij}=-\partial\phi_{ij}/\partial\mathbf r_i$ is the force on $i$ from $j$, so that $\mathbf F_{ji}=-\mathbf F_{ij}$. No thermostat acts while data are recorded.

The box is cut into equal slabs normal to $z$. One is the cold slab; the hot slab is centred a distance $L/2$ from it. At regular intervals the fastest atom of the cold slab, $c$, and the slowest atom of the hot slab, $h$, exchange their complete velocity vectors. This is the Müller-Plathe method. The energy a swap adds to the hot slab is called $q$, positive when the hot slab gains. Between swaps the energy flows back through the fluid, and this return flow is the heat current to be studied.

Let $R$ be a region that contains the hot slab but not the cold one. It is bounded by a lower and an upper plane. The energies that leave $R$ through them during a time $t$ are $Q_{\rm low}$ and $Q_{\rm up}$, both positive outward. With $E_R$ the energy in $R$ and $\Delta E_R=E_R(t)-E_R(0)$, the central results are

$$\sum q=Q_{\rm low}+Q_{\rm up}+\Delta E_R,\qquad J=\frac{\sum q}{2At}. \tag{1}$$

The first relation is an identity for every run of the continuous equations of motion. The second gives the heat flux on each side as a long-time mean, and it needs a steady state and two equivalent halves of the box. It does not give the instantaneous flux, nor the flux through one plane in a finite run.

## What one swap conserves

Let $m_c=m_h=m$. Before the swap the pair has momentum $m\mathbf v_c+m\mathbf v_h$; afterwards it has $m\mathbf v_h+m\mathbf v_c$. The two terms have changed places and the sum is the same. The kinetic energy $\tfrac12mv_c^2+\tfrac12mv_h^2$ is unchanged for the same reason. The potential energy depends on positions alone, and no atom has moved. Total momentum and total energy are therefore conserved exactly.

The atom in the hot slab had kinetic energy $\tfrac12mv_h^2$ and now has $\tfrac12mv_c^2$, so

$$q=\tfrac12m\left(v_c^2-v_h^2\right). \tag{2}$$

The cold slab loses the same amount. The selection rule makes $q>0$ whenever the fastest cold-slab atom is faster than the slowest hot-slab atom. Nothing forbids the opposite order in a slab with few atoms. Such a swap must be skipped or entered in the sum with its negative sign.

The momentum of each slab does change: the hot slab gains $m(\mathbf v_c-\mathbf v_h)$ and the cold slab loses it. Conservation refers to the whole box.

Equation (2) also shows what is imposed. The user sets the interval $\tau_s$ between swaps, while $q$ depends on the atoms found. With the mean $\bar q$ over the run, $J=\bar q/(2A\tau_s)$. The flux is known from the record of swaps, but it is not a number chosen beforehand.

## Unequal masses

If the masses differ, plain exchange gives the momentum change

$$\Delta\mathbf P=(m_c\mathbf v_h+m_h\mathbf v_c)-(m_c\mathbf v_c+m_h\mathbf v_h)=(m_c-m_h)(\mathbf v_h-\mathbf v_c),$$

and, by the same grouping of terms, the energy change

$$\Delta K=\tfrac12(m_c-m_h)(v_h^2-v_c^2).$$

Both vanish for equal masses. For unequal masses $\Delta\mathbf P$ vanishes only if the velocities are equal, when the exchange does nothing.

A virtual elastic collision repairs this. Let $M=m_c+m_h$ and $\mathbf V=(m_c\mathbf v_c+m_h\mathbf v_h)/M$, and replace each velocity by

$$\mathbf v'=2\mathbf V-\mathbf v. \tag{3}$$

The new momentum is $2M\mathbf V-M\mathbf V=M\mathbf V$, equal to the old one. For the energy, write the kinetic energy of the pair as $\tfrac12MV^2+\tfrac12\sum_a m_a|\mathbf v_a-\mathbf V|^2$, with $a=c,h$. Equation (3) gives $\mathbf v'_a-\mathbf V=-(\mathbf v_a-\mathbf V)$, which leaves both parts unchanged.

The energy given to the hot-slab atom is

$$q=\tfrac12m_h\left(|2\mathbf V-\mathbf v_h|^2-v_h^2\right)=2m_h\mathbf V\cdot(\mathbf V-\mathbf v_h).$$

Since $\mathbf V-\mathbf v_h=m_c(\mathbf v_c-\mathbf v_h)/M$,

$$q=2\mu\,\mathbf V\cdot(\mathbf v_c-\mathbf v_h),\qquad \mu=\frac{m_cm_h}{M}. \tag{4}$$

For equal masses $\mu=m/2$ and $\mathbf V=(\mathbf v_c+\mathbf v_h)/2$. Equation (4) then becomes (2), and (3) becomes the plain exchange. If the hot-slab atom is at rest, $\mathbf V=m_c\mathbf v_c/M$ and

$$q=\frac{2\mu m_c}{M}v_c^2=\frac{4m_cm_h}{M^2}\,\tfrac12m_cv_c^2 .$$

The whole kinetic energy passes over when the masses are equal, and little of it when they are very different. In general the sign of (4) depends on the directions of the velocities as well as on their sizes, so $q$ should be checked before a collision is accepted.

A numerical pair shows the size of the effect. Take $m_c=1$, $m_h=3$, $\mathbf v_c=(2,-1,0.5)$ and $\mathbf v_h=(0.3,0.2,-0.4)$. Plain exchange changes the momentum by $(3.4,-2.4,1.8)$ and the energy by $4.96$. For the collision, $\mathbf V=(0.725,-0.1,-0.175)$ and $2\mu=1.5$, so

$$q=1.5\,[0.725(1.7)+(-0.1)(-1.2)+(-0.175)(0.9)]=1.5\times1.195=1.7925,$$

with momentum and energy conserved to rounding error.

## How energy moves between swaps

To speak of the energy in a region, each pair energy must be assigned to atoms. Equal sharing gives

$$e_i=\tfrac12m_iv_i^2+\tfrac12\sum_{j\ne i}\phi_{ij}. \tag{5}$$

Newton's equation gives the rate of change of the kinetic part as $\sum_j\mathbf F_{ij}\cdot\mathbf v_i$. The pair energy depends on $\mathbf r_i-\mathbf r_j$, so the chain rule gives $\dot\phi_{ij}=-\mathbf F_{ij}\cdot(\mathbf v_i-\mathbf v_j)$. Together,

$$\dot e_i=\sum_j\mathbf F_{ij}\cdot\mathbf v_i-\tfrac12\sum_j\mathbf F_{ij}\cdot(\mathbf v_i-\mathbf v_j)=\tfrac12\sum_j\mathbf F_{ij}\cdot(\mathbf v_i+\mathbf v_j). \tag{6}$$

Each term on the right changes sign when $i$ and $j$ are interchanged. It is the power that $j$ delivers to $i$, and $j$ loses what $i$ gains.

Let $\chi_i=1$ if atom $i$ is in $R$ and $\chi_i=0$ otherwise. Then $E_R=\sum_i\chi_ie_i$, and between swaps

$$\dot E_R=\sum_i\chi_i\dot e_i+\sum_i\dot\chi_ie_i. \tag{7}$$

In the first sum, pairs with both members in $R$ cancel by antisymmetry. What remains is the power transmitted across the boundary by forces:

$$\sum_i\chi_i\dot e_i=\tfrac12\sum_{i\in R}\sum_{j\notin R}\mathbf F_{ij}\cdot(\mathbf v_i+\mathbf v_j). \tag{8}$$

The second sum in (7) acts when an atom crosses a plane: $E_R$ gains $e_i$ on entry and loses $e_i$ on exit. If the interaction range is short compared with the extents of $R$ and of its complement, each interacting pair straddles at most one plane, and its power can be credited to that plane. The right side of (7) is then minus the sum of the two outflow rates.

A swap happens at fixed positions, with $h$ inside $R$ and $c$ outside. It makes $E_R$ jump by $q$. Adding all jumps to the time integral of (7) gives

$$\Delta E_R=\sum q-Q_{\rm low}-Q_{\rm up},$$

which is the first relation in (1). No steady state, local equilibrium or Fourier law has been assumed. The planes may lie anywhere between the hot and cold slabs.

## From the balance to the flux

Dividing the balance by $2At$ gives the mean of the two outward fluxes:

$$\frac{Q_{\rm low}+Q_{\rm up}}{2At}=\frac{\sum q}{2At}-\frac{\Delta E_R}{2At}. \tag{9}$$

The last term is a storage error. For a repulsive potential with $\phi\ge0$, every $e_i$ is non-negative. Then $0\le E_R\le E$, where $E$ is the conserved total energy, and the storage error is at most $E/(2At)$ in magnitude. It vanishes at least as fast as $1/t$. With attractive forces the same argument works if the energy of every region has a lower bound $-B$. Region and complement then both obey it, $E_R$ lies between $-B$ and $E+B$, and $E$ is replaced by $E+2B$.

Equation (9) fixes the sum of the two outflows but not their division. Write

$$C=\tfrac12(Q_{\rm low}-Q_{\rm up}),\qquad Q_{\rm low,\,up}=\tfrac12(Q_{\rm low}+Q_{\rm up})\pm C. \tag{10}$$

The quantity $C$ is half the difference between the two outflows. It can be pictured as a circulation round the periodic box, out of $R$ by one plane and back by the other, added to an equal division of the outflow. The actual outflows may both be positive. It drops out of the sum, so the swaps do not determine it. For a homogeneous fluid, with the planes placed symmetrically, reflection about the centre of the hot slab maps each swap slab onto itself and interchanges the two planes. In a steady state that shares this symmetry the mean of $C$ is zero, and each side carries $J$ on average. If $C$ is the sum of many independent contributions from successive time blocks, its spread grows as $\sqrt t$. The resulting error in the flux of one side falls as $1/\sqrt t$, more slowly than the storage error.

The factor 2 fails when the halves differ, for instance when an interface lies on one side. Let the two paths from hot to cold slab have thermal resistances per unit area $r_{\rm low}$ and $r_{\rm up}$. In linear response both paths see the same temperature difference $\Delta T$, so $J_{\rm low}=\Delta T/r_{\rm low}$ and $J_{\rm up}=\Delta T/r_{\rm up}$. Their sum is $\sum q/(At)$, and eliminating $\Delta T$ gives

$$J_{\rm low}=\frac{\sum q}{At}\,\frac{r_{\rm up}}{r_{\rm low}+r_{\rm up}}. \tag{11}$$

Equal resistances return $J$. Otherwise, unless the ratio of the resistances is known, the flux on each side must be measured with (7) and (8).

## Energy flux and heat flux

The balance counts all energy, including energy carried by a drift of the fluid. For equal masses and zero total momentum this part vanishes in the steady mean. Swaps move no atoms, so the number of atoms is locally conserved and the steady number flux along $z$ is the same at every $z$. It therefore equals its average over the volume, which is $P_z/(mAL)$, where $P_z$ is the total momentum along $z$. If the run starts with $P_z=0$, swaps and pair forces keep it there, and the mean number flux is zero. The energy flux is then the heat flux. It also does not depend on the zero of energy: adding a constant to every $e_i$ adds that constant times a vanishing number flux.

A run started with $P_z\neq0$ keeps its drift, because the swaps cannot remove it. The total momentum must be set to zero at the start.

The thermal conductivity follows from

$$\lambda=\frac{J}{|dT/dz|},\qquad T_s=\frac{\left\langle\sum_{i\in s}m_iv_i^2\right\rangle}{3k_B\langle N_s\rangle}, \tag{12}$$

where $N_s$ is the number of atoms in slab $s$. The temperature formula presumes that the mean local velocity is zero. The gradient is fitted away from the swap slabs. There the exchange removes atoms from one end of the speed distribution and inserts them at the other, so the kinetic energy need not describe a local equilibrium. Heat is also being added or removed inside those slabs, so the flux is not uniform across them.

## Implementation with a finite time step

In each step the order is: advance positions and velocities, add the outflow of that step, then perform a swap if one is due. After a swap the atomic energies must be recomputed, because they contain velocities. The boundary power (8) must be recomputed as well if a swapped atom interacts with another across a plane. In the example below the planes are too far from the swap slabs for this to happen, and recomputing the power is only a precaution. The next step starts from these new values.

Atoms that cross a plane during a step need care. For any two instants 0 and 1,

$$\chi_1e_1-\chi_0e_0=\tfrac12(\chi_0+\chi_1)(e_1-e_0)+\tfrac12(e_0+e_1)(\chi_1-\chi_0), \tag{13}$$

as multiplying out confirms. The last term says that a crossing atom carries the average of its energies before and after the step. The first term is represented by the trapezoidal rule for the power, $\tfrac12\delta t\,(\chi_0\dot e_0+\chi_1\dot e_1)$, where $\delta t$ is the time step.

For an atom that enters, $\chi_0=0$ and $\chi_1=1$. The identity requires $\tfrac12(e_1-e_0)$, while the trapezoidal rule supplies $\tfrac12\delta t\,\dot e_1$. Expanding about instant 1 gives $e_1-e_0=\delta t\,\dot e_1-\tfrac12\delta t^2\ddot e_1+\dots$, so the rule exceeds the required term by $\tfrac14\delta t^2\ddot e_1$ at leading order. Each crossing thus costs an error of order $\delta t^2$.

The integrator adds its own error. Velocity Verlet conserves total momentum with pair forces, since each velocity update adds forces that sum to zero. It does not conserve the energy exactly at finite $\delta t$. The energy drift should be recorded and compared with $\sum q$, the energy whose flow is being measured.

Three changes to the model need attention:

- A thermostat acting inside $R$ adds its own energy to the balance, and (1) fails unless that energy is counted. A thermostat acting only outside $R$ leaves the first relation in (1) intact, but it can make the fluxes on the two sides unequal, and then neither side need carry $J$.
- A rigid bond between atoms $i$ and $k$ requires $(\mathbf r_i-\mathbf r_k)\cdot(\mathbf v_i-\mathbf v_k)=0$. Replacing $\mathbf v_i$ alone generally violates this condition.
- For a many-body potential that depends on positions alone, the swap still conserves energy and momentum. Equations (5), (6) and (8) must then be replaced by forms that suit the potential.

## Worked example

The fluid has 400 equal atoms with $\phi(r)=50(1-r^2)^4$ for $r<1$ and zero beyond. The units are the interaction range $a$, the atomic mass $m$ and the initial thermal energy $\varepsilon=k_BT$. Time is then in units of $\tau=a\sqrt{m/\varepsilon}$, flux in $\varepsilon/(a^2\tau)$ and conductivity in $k_B/(a\tau)$. The box is $4\times4\times16$, so $A=16$ and the density is $1.5625$. It is divided into 16 slabs numbered from 0; slab 0 is cold and slab 8 is hot. The planes bounding $R$ lie midway between the centres of these two slabs.

The time step is $0.005$ and a swap follows every 40 steps, so $\tau_s=0.2$. Recording starts after thermalization and a run-in with swaps, and covers $t=120$ with 600 swaps. In the first recorded swap the cold-slab atom has kinetic energy $2.5365$ and the hot-slab atom $0.2925$, so $q=2.5365-0.2925=2.2440$. The mean over all swaps is $3.355$ and the smallest value is $1.351$; no swap ran backwards. No swap changed the total momentum or energy by more than rounding error.

The swapped energy is $\sum q=2013.21$, and therefore

$$J=\frac{2013.21}{2\times16\times120}=0.5243 .$$

The outflow was measured separately, from boundary forces and crossing atoms:

$$Q_{\rm low}+Q_{\rm up}+\Delta E_R=1006.22+990.37+16.34=2012.93 .$$

This falls short of $\sum q$ by $0.28$, or $0.014\%$ of the swapped energy. The total energy drifted by $-0.205$, a similar magnitude. The test of the balance allowed a mismatch of $0.5\%$.

The measured fluxes are $0.5241$ on the lower side and $0.5158$ on the upper side, with mean $0.5199$. Computed from the energies, the mean lies $(2013.21-1996.59)/3840=0.0043$ below $J$. By (9), storage accounts for $16.34/3840=0.0043$, so the difference is due to the energy that $R$ gained during the run.

The circulation is $C=(1006.22-990.37)/2=7.9$, with a statistical error of $54.9$ estimated from ten consecutive time blocks. This estimate is rough and tends to be too large. The flow through a fixed plane also contains energy that is stored near the plane and later returned, and this part does not grow with time, so short blocks overstate the spread. In a longer run with longer blocks the spread for $t=120$ settles near $40$. It is consistent with zero. The error corresponds to $54.9/(16\times120)=0.029$ in the flux of one side, about 5% of $J$. A spread of $40$ would give $0.021$, about 4% of $J$. The two sides in this run agree more closely than either figure. A value of $|C|$ this small occurs by chance in roughly one run in six to nine, so the agreement should not be read as a higher precision. Among 4767 atom crossings the net circulation was $0.5$ atom, consistent with the absence of a steady mass current.

The temperature rises from $0.70$ in the cold slab to $1.35$ in the hot slab. The gradient on each side is a least-squares slope through five slabs at unit spacing, slabs 2 to 6 and 10 to 14. For positions $-2,\dots,2$ about the middle slab, the slope is $\sum_k kT_k/\sum_k k^2$ with $\sum_k k^2=10$. On the lower side,

$$\frac{2(1.175-0.848)+(1.070-0.929)}{10}=0.080,$$

and on the upper side the magnitude is $0.077$. The mean is $0.0784\pm0.0048$, so

$$\lambda=\frac{0.5243}{0.0784}=6.7\pm0.4 .$$

The error is the block error of the gradient, 6% of its value. It does not cover the dependence on box length or on the strength of the gradient. The temperature nearly doubles between the swap slabs, so this $\lambda$ is an effective value for this box and swap rate. A linear-response value would require repeating the run with longer swap intervals and longer boxes until $\lambda$ stops changing within its error. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
All quantities in reduced units (range = mass = initial kT = 1)
unequal masses: 1 (cold atom), 3 (hot atom)
  velocity of cold atom: [ 2.  -1.   0.5]  of hot atom: [ 0.3  0.2 -0.4]
  plain exchange, momentum change: [ 3.4 -2.4  1.8]
  plain exchange, energy change: 4.9600
  centre-of-mass velocity: [ 0.725 -0.1   -0.175]
  collision, largest momentum change: 4.4e-16
  collision, energy change: -4.4e-16
  collision, energy given to hot atom: 1.7925
atoms: 400, box: [ 4.  4. 16.], density: 1.5625
cross-section: 16.0, repulsion strength: 50.0
time step: 0.005, steps between swaps: 40
recorded time: 120.0, recorded swaps: 600
first swap: kinetic energy of cold-slab atom 2.5365
first swap: kinetic energy of hot-slab atom 0.2925
first swap: energy transferred 2.2440
energy per swap: mean 3.3553, least 1.3513
largest momentum change in a swap: 7.1e-15
largest total-energy change in a swap: 2.3e-13
largest error of region-energy jump: 1.9e-13
total swapped energy: 2013.21
outflow, lower plane: 1006.22
outflow, upper plane: 990.37
change of stored energy in region: 16.34
balance residual: 0.284
total-energy drift of integration: -0.205
energy circulation: 7.9 +- 54.9
atom crossings: 4767, net atom circulation: 0.5
imposed flux J: 0.5243
measured flux, lower side: 0.5241
measured flux, upper side: 0.5158
measured flux, mean of sides: 0.5199
temperature, slabs 0 to 7: 0.699 0.777 0.848 0.929 1.002 1.070 1.175 1.261
temperature, slabs 8 to 15: 1.351 1.226 1.134 1.053 0.975 0.899 0.825 0.769
gradient, lower side: 0.0796, upper: 0.0773
mean gradient: 0.0784 +- 0.0048
conductivity: 6.68 +- 0.41
```
